# Gordon's formula for hydrogen radial dipole integrals and the 4p lifetime, part 2

One electron moves without relativity or spin around a fixed point nucleus, $Z=1$. In Hartree atomic units $u_{nl}=rR_{nl}$, normalised by $\int_0^\infty u^2\,dr=1$ and positive just outside $r=0$, obeys

$$-\tfrac12 u''+\frac{l(l+1)}{2r^2}u-\frac{1}{r}u=Eu. \tag{1}$$

Wanted is the radial dipole integral

$$R=\int_0^\infty u_{nl}(r)\,r\,u_{n',l-1}(r)\,dr ,\qquad l\ge1,\quad n\ge l+1,\quad n'\ge l. \tag{2}$$

The unprimed state has the larger angular momentum, whichever energy is higher. With $p=n-l-1$, $q=n'-l$, $k=2/n$, $k'=2/n'$,

$$u_{nl}=A_{nl}\,r^{l+1}e^{-r/n}M(-p,2l+2,kr),\qquad u_{n',l-1}=A_{n',l-1}\,r^{l}e^{-r/n'}M(-q,2l,k'r), \tag{6}$$

$$A_{nl}=\frac{2}{n^2}\left(\frac2n\right)^{l}\frac{1}{(2l+1)!}\sqrt{\frac{(n+l)!}{p!}},\qquad A_{n',l-1}=\frac{2}{n'^2}\left(\frac2{n'}\right)^{l-1}\frac{1}{(2l-1)!}\sqrt{\frac{(n'+l-1)!}{q!}} . \tag{19}$$

Here $(a)_j=a(a+1)\cdots(a+j-1)$ and $M(-m,c,x)=\sum_{j=0}^{m}\frac{(-m)_j}{(c)_j}\frac{x^j}{j!}$. For angular momentum $L$, charge $\zeta$ and energy $-\kappa^2/2$, the series $u=r^{L+1}e^{-\kappa r}\sum_ja_jr^j$ has

$$a_{j+1}=\frac{2\kappa(j+L+1)-2\zeta}{(j+1)(j+2L+2)}\,a_j . \tag{4}$$

Multiplying out (6) in (2) gives a double sum. The shorter route uses

$$x\,M(-m,c+1,x)=c\,\big[M(-m,c,x)-M(-m-1,c,x)\big] \tag{7}$$

twice. With $c=2l$, the Sturmians $\chi_m=r^le^{-r/n}M(-m,2l,kr)$ (angular momentum $l-1$, energy $-1/2n^2$, charge $(m+l)/n$), $S_m=\int_0^\infty u_{n',l-1}\chi_m\,dr$, $T_m=\int_0^\infty u_{n',l-1}\chi_m\,dr/r$ and $\Delta=\frac1{2n^2}-\frac1{2n'^2}$,

$$R=A_{nl}\,\frac{n^2}{4}\,c(c+1)\,\big[S_p-2S_{p+1}+S_{p+2}\big], \tag{9}$$

$$\Delta\,S_m=\frac{m+l-n}{n}\,T_m , \tag{10}$$

$$S_p-2S_{p+1}+S_{p+2}=\frac{2nn'^2}{n^2-n'^2}\,\big(T_p-T_{p+2}\big)\quad(n\ne n'). \tag{11}$$

Moreover $T_m=A_{n',l-1}J(m,q)$, where $J(m,q)=\int_0^\infty r^{c-1}e^{-\lambda r}M(-m,c,kr)\,M(-q,c,k'r)\,dr$ and $\lambda=\frac1n+\frac1{n'}$. Also $K(m,q)=\int_0^\infty x^ce^{-x}M(-m,c,x)M(-q,c,x)\,dx$. Inserting, for both polynomials, the Laguerre generating function $G(s,x)=(1-s)^{-c}\exp[-xs/(1-s)]$,

$$G(s,x)=\sum_{m=0}^\infty\frac{(c)_m}{m!}\,M(-m,c,x)\,s^m , \tag{14}$$

gives the two generating integrals, and from them, with $\eta=\frac{n-n'}{n+n'}$, $h=\Gamma(c)\,q!/(c)_q$ and $F(a,b;c;z)=\sum_j(a)_j(b)_jz^j/[(c)_jj!]$,

$$J(m,q)=\Gamma(c)\,\lambda^{-c}\,(-1)^q\,\eta^{m+q}\,F(-m,-q;c;z), \tag{17}$$

$$K(q-1,q)=-(c+q-1)h,\qquad K(q,q)=(2q+c)h,\qquad K(q+1,q)=-(q+1)h. \tag{18}$$

For $n\ne n'$ the result is Gordon's formula:

$$R=\frac{(-1)^{n'-l}}{4\,(2l-1)!}\sqrt{\frac{(n+l)!\,(n'+l-1)!}{(n-l-1)!\,(n'-l)!}}\;\frac{(4nn')^{l+1}(n-n')^{n+n'-2l-2}}{(n+n')^{n+n'}}\;\mathcal B, \tag{21}$$

$$\mathcal B=F\!\left(-p,-q;2l;z\right)-\left(\frac{n-n'}{n+n'}\right)^2F\!\left(-p-2,-q;2l;z\right),\qquad z=-\frac{4nn'}{(n-n')^2}.$$

For $np$–$1s$ it gives $R^2=\frac{2^8\,n^7\,(n-1)^{2n-5}}{(n+1)^{2n+5}}$. For equal $n$,

$$R=-\tfrac32\,n\sqrt{n^2-l^2}\qquad(n=n'). \tag{22}$$

Q: What of other hydrogen-like ions, and of a nucleus that moves?

A: After the centre of mass is separated, the radial operator is $-\frac1{2\mu_r}\frac{d^2}{dr^2}+\frac{l(l+1)}{2\mu_rr^2}-\frac Zr$, with $\mu_r$ the reduced mass in electron masses. Put $\rho=\mu_rZr$. Every term becomes $\mu_rZ^2$ times the corresponding term of (1) in $\rho$. So energies are multiplied by $\mu_rZ^2$. The normalised functions are $\sqrt{\mu_rZ}\,u(\rho)$, the measure $dr=d\rho/(\mu_rZ)$ absorbs the two square roots, and the factor $r=\rho/(\mu_rZ)$ remains: (21) and (22) are divided by $\mu_rZ$. The treatment is nonrelativistic, so it is the leading order in $(Z\alpha)^2$, with $\alpha$ the fine-structure constant. It covers bound states only, since the polynomial form (6) was used throughout.

Q: I want to see numbers go through the whole chain in a case where neither hypergeometric function is trivial.

A: Take hydrogen in this model, $Z=1$ and $\mu_r=1$, and the pair $4p$–$3s$: $n=4$, $l=1$, $n'=3$. Then $p=2$, $q=2$, $c=2$, $z=-4\cdot4\cdot3/1=-48$, $\eta=1/7$, $\eta^2=1/49$, $\lambda=7/12$ bohr$^{-1}$ and $\Delta=\frac1{32}-\frac1{18}=-7/288$ hartree.

In the first function the $j=1$ coefficient is $(-2)(-2)/2=2$ and the $j=2$ coefficient is $(-2)_2(-2)_2/[(2)_2\,2!]=2\cdot2/(6\cdot2)=\frac13$:

$$F(-2,-2;2;-48)=1+2z+\tfrac13z^2=1-96+768=673 .$$

In the second the coefficients are $(-4)(-2)/2=4$ and $(-4)_2(-2)_2/[(2)_2\,2!]=12\cdot2/(6\cdot2)=2$:

$$F(-4,-2;2;-48)=1+4z+2z^2=1-192+4608=4417 .$$

So $\mathcal B=673-4417/49=673-90.142857=4080/7=582.857143$. In the prefactor the radicand is $5!\,3!/(2!\,2!)=180$, with root $13.416408$, and the rational part is $(+1)\cdot48^2\cdot1^3/(4\cdot1!\cdot7^7)=576/823543=6.994170\times10^{-4}$. Their product is $9.383664\times10^{-3}$ bohr, and

$$R(4p\text{–}3s)=9.383664\times10^{-3}\times582.857143=5.469336\ \text{bohr}=2.89425\ \text{Å}.$$

Now the same through the intermediate quantities. From (17),

$$J(2,2)=1!\left(\tfrac{12}{7}\right)^2\left(\tfrac17\right)^4 673=0.8237384\ \text{bohr}^2,\qquad J(4,2)=1!\left(\tfrac{12}{7}\right)^2\left(\tfrac17\right)^6 4417=0.1103330\ \text{bohr}^2 .$$

From (19), $A_{41}=0.0806872$ bohr$^{-5/2}$ and $A_{30}=0.3849002$ bohr$^{-3/2}$. Then $T_2=0.3849002\times0.8237384=0.3170571$ and $T_4=0.3849002\times0.1103330=0.0424672$, both in bohr$^{1/2}$, and numerical quadrature of the defining integrals returns these values. The factor in (11) is $2\cdot4\cdot9/(16-9)=72/7$ bohr, so (10) predicts $S_2=+\frac{72}7T_2=3.261158$ and $S_4=-\frac{72}7T_4=-0.436806$ in bohr$^{3/2}$. Quadrature gives $S_2=3.2611583$, $S_3=0.0000000$ and $S_4=-0.4368055$. The middle overlap is the $4s$–$3s$ overlap and vanishes although $T_3=0.1454384$ bohr$^{1/2}$ does not, so the zero comes from the factor $m+l-n$ in (10). With $n^2c(c+1)/4=16\cdot6/4=24$ bohr$^2$, equation (9) reads

$$R=0.0806872\times24\times(3.2611583-0-0.4368055)=5.46934\ \text{bohr}.$$

At full precision the closed formula, this chain, and direct quadrature of (2) all give $5.4693357$ bohr.

Q: One example can agree by luck. How far has the general formula been tested, and against what?

A: The numerical check asserts the following. Symbolically, it checks the radial equation for four states and the Sturmian equation for three pairs $(n,l)$ with $m$ up to $4$, and it checks (7), its doubled form and the link to Laguerre polynomials with $c$ left as a symbol. By summation or quadrature it checks (14), both generating integrals, (17) and (18) at the non-integer value $c=2.6$, with unequal scales in (17), and also (10) for one pair with $n>n'$ and one with $n<n'$, and the normalisation (19). For the final result it builds the polynomials from the recurrence (4), integrates (2) and both norms term by term in exact rational arithmetic, and demands exact equality of $R^2$ and of the sign of $R$ with (21) or (22) in all 572 cases with $n,n'\le12$. The $1/Z$ law is checked the same way for $4p$–$3s$ at $Z=3$. That comparison shares the recurrence (4) with the derivation. A check that does not share it diagonalises a finite-difference form of (1) on two grids, extrapolates in the step, and must reproduce (21) for four integrals within $10^{-5}$, taken relative to $R$ when $|R|$ exceeds one bohr and in bohr otherwise. The printed values agree to all six decimals shown.

Q: If the term-by-term double sum is exact, what does (21) gain?

A: Fewer terms when both states have at least two nodes, and in the one large case examined far less cancellation. The double sum has $(p+1)(q+1)$ terms; the two functions in $\mathcal B$ have $\min(p,q)+1$ and $\min(p+2,q)+1$. For $60p$–$30s$, with $p=58$ and $q=29$, that is $59\times30$ against $30+30$. For $p,q\ge2$ the double sum is always the longer, since $(p+1)(q+1)\ge3(q+1)$ while $\mathcal B$ has at most $2(q+1)$ terms; with fewer nodes there need be no gain, and for $p=0$, $q=2$ it is three terms against four. Both sums in general contain terms of both signs, so they can cancel. In $F$ the product $(-m)_j(-q)_j$ is positive and $z<0$, so the signs go as $(-1)^j$; in the double sum each polynomial has coefficients of sign $(-1)^j$. A measure of cancellation is the sum of the moduli of the terms divided by the modulus of the sum, because rounding each term to a relative accuracy $\epsilon$ can shift the total by $\epsilon$ times the sum of moduli. For $60p$–$30s$, where $R=2.440244$ bohr and (21) agrees exactly with the rational double sum, the ratio is $9.3\times10^3$ for $\mathcal B$ and $2.9\times10^{39}$ for the double sum. The sum of moduli of the double sum is the integral with $M(-p,\cdot\,,-kr)$ and $M(-q,\cdot\,,-k'r)$ in place of the true polynomials; these have only positive terms and rise steadily with $r$ where the true ones oscillate. With arithmetic of about sixteen digits the ratios allow a loss of up to about four digits in $\mathcal B$ and of every digit in the double sum. The program computes the ratios exactly and asserts that the second exceeds the first by more than a factor $10^6$; it does not run the floating-point sums. No bound on the ratio for general $n,n',l$ is derived here.

Q: The integral matters to me because of decay rates. How does $R$ enter, and where do the numerical factors come from?

A: I work at lowest order in the coupling to the radiation field and in the electric dipole approximation. Atomic units are of Gaussian type, with the speed of light equal to $1/\alpha$. If the wavelength is long compared with the region where both states overlap, the electric field $\mathbf E$ is uniform over it and can be described by the potential $\phi=-\mathbf r\cdot\mathbf E$; the electron, of charge $-1$, has the coupling $H'=\mathbf r\cdot\mathbf E$. The condition is that wavenumber times size be small, $\alpha\omega r\ll1$. With $\omega\propto Z^2$ and $r\propto1/Z$ this parameter is of order $Z\alpha$.

In a box of volume $V$ each mode of frequency $\omega_k$ and real polarisation $\boldsymbol\varepsilon$ is an oscillator, and at the atom $\mathbf E=i\sum\mathcal E_k\boldsymbol\varepsilon\,(a-a^\dagger)$. The amplitude follows from the zero-point energy. The field energy is $\frac1{8\pi}\int(E^2+B^2)\,dV$, shared equally between the two parts in a free mode, so the electric part of $\omega_k/2$ is $\omega_k/4$. In the vacuum one mode gives $\langle E^2\rangle=\mathcal E_k^2$, so $V\mathcal E_k^2/8\pi=\omega_k/4$ and $\mathcal E_k^2=2\pi\omega_k/V$. The matrix element for emitting one photon has modulus squared $\mathcal E_k^2|\boldsymbol\varepsilon\cdot\mathbf d|^2$, with $\mathbf d=\langle f|\mathbf r|i\rangle$. First-order perturbation theory gives the amplitude $-i\int_0^tH'_{fi}e^{i\delta t'}dt'$ with $\delta=\omega_k-\omega$ and $\omega=E_i-E_f$, so the probability is $|H'_{fi}|^2\,4\sin^2(\delta t/2)/\delta^2$. This function of $\delta$ has a central peak of width of order $1/t$ and total area $2\pi t$. For $t\gg1/\omega$ the peak contributes as $2\pi t\,\delta(\omega_k-\omega)$. This is the part of the probability that grows in proportion to $t$, and its coefficient is the rate. Far from the peak $\sin^2$ averages to $\frac12$ and leaves $2/\delta^2$, which does not grow with $t$. The field amplitude and the number of modes weight this tail with $\omega_k^3$, so within the dipole approximation its sum over modes diverges. The approximation fails at short wavelengths, and what becomes of the sum there depends on the form in which the full coupling is written; that question is not treated here. With any fixed cutoff on $\omega_k$ the tail adds to the probability a term that does not grow with $t$, not a rate, and it is left out. The first order is adequate while $t$ is short against the lifetime. Periodic boundary conditions give $Vk^2dk\,d\Omega/(2\pi)^3$ modes per polarisation, and $k=\alpha\omega_k$ turns this into $V\alpha^3\omega_k^2d\omega_k\,d\Omega/(2\pi)^3$. The rate into $d\Omega$ is

$$dW=2\pi\cdot\frac{2\pi\omega}{V}\cdot\frac{V\alpha^3\omega^2}{8\pi^3}\sum_{\boldsymbol\varepsilon}|\boldsymbol\varepsilon\cdot\mathbf d|^2d\Omega=\frac{\alpha^3\omega^3}{2\pi}\sum_{\boldsymbol\varepsilon}|\boldsymbol\varepsilon\cdot\mathbf d|^2d\Omega .$$

The two polarisations and the direction $\hat{\mathbf k}$ form an orthonormal basis, so $\sum_{\boldsymbol\varepsilon}|\boldsymbol\varepsilon\cdot\mathbf d|^2=|\mathbf d|^2-|\hat{\mathbf k}\cdot\mathbf d|^2$. By symmetry $\int\hat k_a\hat k_b\,d\Omega$ is proportional to $\delta_{ab}$, and its trace is $4\pi$, so it is $\frac{4\pi}3\delta_{ab}$. The angular integral is $(4\pi-\frac{4\pi}3)|\mathbf d|^2=\frac{8\pi}3|\mathbf d|^2$, and

$$W=\tfrac43\,\alpha^3\omega^3|\mathbf d|^2 . \tag{23}$$

The program tests the factor $8\pi/3$ by quadrature with explicit polarisation vectors and a complex $\mathbf d$. The prefactor $\alpha^3\omega^3/2\pi$ rests on the derivation just given and has no separate test there.

Q: And the sum over the final magnetic substates? I would like it without tables of coupling coefficients.

A: Write $\mathbf r=r\hat{\mathbf n}$. Then $\mathbf d=R\,\langle l_fm_f|\hat{\mathbf n}|l_im_i\rangle$, and we need $\beta=\sum_{m_f}\sum_a|\langle l_fm_f|\hat n_a|l_im_i\rangle|^2$. Let $Y=Y_{l_im_i}$ and write $l_i=\ell$.

First, $\hat n_aY$ contains only $\ell\pm1$. The function $H=r^\ell Y$ is a harmonic homogeneous polynomial of degree $\ell$, and harmonic homogeneous polynomials of degree $L$ restrict on the unit sphere to combinations of the $Y_{LM}$. We have $\nabla^2(x_aH)=2\partial_aH$. The function $P=\partial_aH$ is harmonic of degree $\ell-1$, and $\nabla^2(r^2P)=6P+4\,\mathbf r\cdot\nabla P=[6+4(\ell-1)]P=2(2\ell+1)P$. Therefore $x_aH-r^2P/(2\ell+1)$ is harmonic of degree $\ell+1$, and on the sphere $\hat n_aY$ is the sum of a part with $\ell+1$ and a part with $\ell-1$.

Let $\beta_\pm$ be the squared norms of these parts summed over $a$; by completeness in $m_f$ they are the wanted sums. Since $\sum_a\hat n_a^2=1$, $\beta_++\beta_-=1$. For a second equation use $\mathbf L^2=-\nabla_S^2$, the Laplacian on the sphere, and the product rule $\nabla_S^2(\hat n_aY)=\hat n_a\nabla_S^2Y+2\nabla_S\hat n_a\cdot\nabla_SY+Y\nabla_S^2\hat n_a$. Multiply by $\hat n_a$ and sum. The middle term vanishes since $\sum_a\hat n_a\nabla_S\hat n_a=\frac12\nabla_S(1)=0$, and $\nabla_S^2\hat n_a=-2\hat n_a$ because $\hat n_a$ has angular momentum one. So $\sum_a\langle\hat n_aY|\mathbf L^2|\hat n_aY\rangle=\ell(\ell+1)+2$, that is

$$(\ell+1)(\ell+2)\beta_++\ell(\ell-1)\beta_-=\ell(\ell+1)+2 .$$

Subtracting $\ell(\ell-1)$ times the first equation gives $(4\ell+2)\beta_+=2\ell+2$. Thus $\beta_+=(\ell+1)/(2\ell+1)$ and $\beta_-=\ell/(2\ell+1)$, independent of $m_i$. Both read $l_>/(2l_i+1)$, with $l_>$ the larger of $l_i$ and $l_f$, which is the $l$ of (21). The program checks this by quadrature on the sphere for four pairs $(l_i,l_f)$ and every $m_i$. The rate from a substate of the upper level to all substates of the lower level is

$$W=\frac43\,\alpha^3\omega^3\,\frac{l_>}{2l_i+1}\,R^2 , \tag{24}$$

the Einstein coefficient, printed as $A$ in the check's output. Only $R^2$ enters, so the sign convention has no effect on it. By the scaling found earlier, $\omega^3R^2\propto Z^6/Z^2=Z^4$ at fixed nucleus.

Q: Then finish the example. How long does hydrogen $4p$ live?

A: The lower levels reachable with $l_f=0$ or $2$ are $1s$, $2s$, $3s$ and $3d$. The levels $4s$ and $4d$ are degenerate with $4p$ in this model, so $\omega=0$ and (24) gives them no rate. For the three $s$ levels $4p$ is the unprimed state of (21). For $3d$ the roles change, since the unprimed state must have the larger angular momentum: $n=3$, $l=2$, $n'=4$, so $p=0$, $q=2$, $z=-48$, $\eta=-1/7$. The first function is $F(0,-2;4;z)=1$. In the second the coefficients are $(-2)(-2)/4=1$ and $2\cdot2/[(4)_2\,2!]=\frac1{10}$. The exponent $n+n'-2l-2$ is $1$, so the prefactor carries $(3-4)^1=-1$:

$$R(3d\text{–}4p)=\frac{1}{4\cdot3!}\sqrt{\frac{5!\,5!}{0!\,2!}}\;\frac{48^3\,(-1)}{7^7}\left[1-\frac{1-48+48^2/10}{49}\right]=1.302254\ \text{bohr}.$$

Here the weighted second function exceeds the first, the bracket is negative, and the two signs combine to a positive $R$. This is a case with $n<n'$, and the finite-difference value is $1.302254$ bohr as well. For $4p$–$1s$ the closed form above gives $R^2=2^8\,4^7\,3^3/5^{13}$, so $R=0.304584$ bohr.

The frequencies are $\omega=\frac1{2n_f^2}-\frac1{32}$ with $n_f$ the lower principal number. With $\alpha=7.297353\times10^{-3}$, the $3s$ channel is

$$W=\tfrac43\,(7.297353\times10^{-3})^3(0.0243056)^3\cdot\tfrac13\cdot(5.469336)^2=7.418\times10^{-11}\ \text{a.u.},$$

and division by the atomic unit of time, $2.418884\times10^{-17}$ s, gives $3.07\times10^6$ s$^{-1}$. The four channels are:

| lower level | $R$ (bohr) | $\omega$ (hartree) | $l_>/3$ | $W$ (s$^{-1}$) |
|---|---|---|---|---|
| $1s$ | 0.304584 | 0.4687500 | 1/3 | $6.82\times10^7$ |
| $2s$ | 1.282277 | 0.0937500 | 1/3 | $9.67\times10^6$ |
| $3s$ | 5.469336 | 0.0243056 | 1/3 | $3.07\times10^6$ |
| $3d$ | 1.302254 | 0.0243056 | 2/3 | $3.48\times10^5$ |

The total is $1.967\times10^{-9}$ a.u., or $8.13\times10^7$ s$^{-1}$, and its inverse is the lifetime, $12.3$ ns.

Q: The channel with the smallest integral dominates, and you quote integrals to six decimals but rates to three figures. Explain both.

A: In (24) the frequency enters cubed and the integral squared. From $3s$ to $1s$ the integral falls from $5.47$ to $0.305$ bohr and the frequency rises from $0.0243$ to $0.469$ hartree. The two ratios are of similar size, so the extra power of the frequency decides, and $1s$ takes $6.82\times10^7$ of the total $8.13\times10^7$ s$^{-1}$. The $3s$ and $3d$ channels have the same frequency, so their rates differ only through $R^2$ and the angular factor; the smaller integral of $3d$ outweighs its factor of two. The table shows this for one pair, and I have not derived a general rule from it. All four integrals, and those for $2p$–$1s$ and $60p$–$30s$, are positive in the present convention, while (22) is negative; whether (21) is positive for all $n\neq n'$ is not established here.

As for the digits, the integrals are exact numbers of the model, and their decimals serve to compare independent calculations. The rates are meant as statements about the atom, and there the model has limits. The finite mass of the proton multiplies $\omega^3$ by $\mu_r^3$ and $R^2$ by $\mu_r^{-2}$, so $\omega^3R^2$ changes by the factor $\mu_r$; the dipole operator of the two-body system is $\mathbf r$ unchanged for a neutral atom, since the charges $\mp1$ at positions $\mathbf r_e,\mathbf r_p$ give $-(\mathbf r_e-\mathbf r_p)$. With a proton roughly two thousand times heavier than the electron, the rates fall by roughly five parts in ten thousand relative to the values in the table. Relativistic corrections, and corrections from the variation of the field across the atom, are expected at relative order $\alpha^2$, a few parts in $10^5$ times coefficients not computed here. Three figures are what the fixed-nucleus, nonrelativistic, dipole calculation supports for the $4p$ lifetime of a free hydrogen atom in the absence of external fields and of thermal radiation.

## Computed values

```
exact comparisons with n, n' <= 12: 572 cases
H 4p-3s: n=4, l=1, n'=3, p=2, q=2, z=-48, eta=1/7, eta^2=1/49
lambda = 7/12 1/bohr; Delta = -7/288 hartree
F(-p,-q;2l;z) terms: ['1', '-96', '768'] sum 673
F(-p-2,-q;2l;z) terms: ['1', '-192', '4608'] sum 4417
eta^2*F2 = 90.142857; bracket = 4080/7 = 582.857143
radicand = 180, root = 13.416408; rational prefactor = 576/823543 = 6.994170e-04
full prefactor = 9.383664e-03 bohr
A_41 = 0.0806872 bohr^-5/2; A_30 = 0.3849002 bohr^-3/2
J(p,q) = 0.8237384 bohr^2; J(p+2,q) = 0.1103330 bohr^2
quadrature m=2: S = 3.2611583 bohr^3/2, T = 0.3170571 bohr^1/2
quadrature m=3: S = 0.0000000 bohr^3/2, T = 0.1454384 bohr^1/2
quadrature m=4: S = -0.4368055 bohr^3/2, T = 0.0424672 bohr^1/2
n^2 c(c+1)/4 = 24 bohr^2; 2nn'^2/(n^2-n'^2) = 72/7 bohr
R(4p-3s): Gordon 5.4693357, chain 5.4693357, quadrature 5.4693357 bohr
R(4p-3s) = 2.89425 angstrom
alpha = 7.297352564e-03; atomic unit of time = 2.418884e-17 s
4p-1s: R = 0.304584 bohr (finite diff. 0.304584), omega = 0.4687500 hartree
4p-1s: angular factor = 1/3, A = 1.65025e-09 a.u. = 6.8224e+07 1/s
4p-2s: R = 1.282277 bohr (finite diff. 1.282277), omega = 0.0937500 hartree
4p-2s: angular factor = 1/3, A = 2.33987e-10 a.u. = 9.6733e+06 1/s
4p-3s: R = 5.469336 bohr (finite diff. 5.469336), omega = 0.0243056 hartree
4p-3s: angular factor = 1/3, A = 7.41821e-11 a.u. = 3.0668e+06 1/s
4p-3d: R = 1.302254 bohr (finite diff. 1.302254), omega = 0.0243056 hartree
4p-3d: angular factor = 2/3, A = 8.41107e-12 a.u. = 3.4773e+05 1/s
4p total A = 1.96683e-09 a.u. = 8.1312e+07 1/s; lifetime = 12.298 ns
R(2p-1s) = 1.290266 bohr; R(2p-2s) = -5.196152 bohr
R(60p-30s) = 2.440244 bohr
60p-30s cancellation sum|terms|/|sum|: Gordon 9.3e+03, double sum 2.9e+39
```
